# Loop shift from a fixed sheet charge in a ferroelectric capacitor: a program that tests the result

```python
# Voltage shift of a ferroelectric hysteresis loop by a fixed sheet charge.
# Stack: electrode | linear layer t | ferroelectric L | linear layer t | electrode.
# V = potential of lower electrode minus upper one; D and E positive upward.
# Results under test:
#   sheet in the lower linear layer, distance y from the electrode:
#       shift = -sigma*y/eps_i, for any switching law;
#   sheet at fraction u of the ferroelectric, E = alpha*D + beta*D**3:
#       shift = (2u-1)*sigma*(t/eps_i + L*beta*sigma**2*u*(1-u)).
# sigma: sheet charge, eps_i: permittivity of the linear layers. SI units inside.
import numpy as np
from scipy.constants import epsilon_0, e, m_e, hbar, k
from scipy.optimize import minimize_scalar, brentq

L, t = 10e-9, 0.5e-9
eps_i = 40 * epsilon_0
Pr, Ec, sigma = 0.15, 1.0e8, 0.05
alpha = -1.5 * np.sqrt(3) * Ec / Pr
beta = -alpha / Pr**2


def cell_fields(eps, h, V, P, node, charge):
    """Finite-difference Poisson solution: field in each cell."""
    n = len(eps)
    A = np.zeros((n + 1, n + 1))
    b = np.zeros(n + 1)
    A[0, 0] = A[n, n] = 1.0
    b[0] = V
    for i in range(1, n):
        A[i, i - 1] = -eps[i - 1] / h
        A[i, i] = (eps[i - 1] + eps[i]) / h
        A[i, i + 1] = -eps[i] / h
        b[i] = P[i - 1] - P[i] + (charge if i == node else 0.0)
    return -np.diff(np.linalg.solve(A, b)) / h


def shift_formula(u, t_layer):
    return (2*u - 1) * sigma * (t_layer/eps_i + L*beta*sigma**2*u*(1 - u))


def half_width_formula(u, t_layer):
    A = -(alpha*L + 2*t_layer/eps_i + 3*beta*L*sigma**2*u*(1 - u))
    return 2 * A**1.5 / (3 * np.sqrt(3 * beta * L))


# --- Short-circuited uniform linear film: opposite fields, zero average
u_test = 0.2
eps_lin = 1 / (-2 * alpha)      # small-signal permittivity at remanence
E_lin = cell_fields(np.full(20, eps_lin), L/20, 0.0, np.zeros(20), 4, sigma)
assert np.allclose(E_lin[:4], -sigma*(1 - u_test)/eps_lin, rtol=1e-9)
assert np.allclose(E_lin[4:], sigma*u_test/eps_lin, rtol=1e-9)
assert abs(E_lin.mean()) < 1e-9 * abs(E_lin[0])

# --- Relays with distributed thresholds: is every event shifted alike?
dV = 0.5e-3
V_up = np.arange(-2.5, 2.5 + dV/2, dV)


def relay_events(node, charge, count=200):
    """Voltages at which the relays switch, up and down branch."""
    h = 0.25e-9
    eps = np.full(44, 30 * epsilon_0)
    eps[:2] = eps[-2:] = eps_i
    unit_P = np.zeros(44)
    unit_P[2:-2] = 1.0
    zero = np.zeros(44)
    gV = cell_fields(eps, h, 1.0, zero, node, 0.0)[20]
    gS = cell_fields(eps, h, 0.0, zero, node, charge)[20]
    gP = cell_fields(eps, h, 0.0, unit_P, node, 0.0)[20]
    thresholds = np.linspace(0.5, 1.5, count) * Ec
    events = []
    for direction in (1, -1):
        flipped = 0
        for V in direction * V_up:
            while flipped < count:
                P = direction * Pr * (2*flipped/count - 1)
                field = gV*V + gS + gP*P
                if direction * field <= thresholds[flipped]:
                    break
                events.append(V)
                flipped += 1
        assert flipped == count     # the drive saturates this branch
    return np.array(events)


events_0 = relay_events(2, 0.0)
relay_shift = {}
for node in (1, 2):
    y = node * 0.25e-9
    moved = relay_events(node, sigma) - events_0
    # each event voltage is known to one voltage step
    assert np.max(np.abs(moved + sigma*y/eps_i)) < 1.01 * dV
    relay_shift[node] = moved.mean()


# --- Turning points of the summed voltage, sheet inside the ferroelectric
def voltage(q, u, t_layer):
    """Voltage for mean displacement q, summed over thin slices."""
    x = (np.arange(1000) + 0.5) / 1000
    D = q + np.where(x < u, -sigma*(1 - u), sigma*u)
    linear = t_layer * (2*q + sigma*(2*u - 1)) / eps_i
    return linear + L * np.mean(alpha*D + beta*D**3)


def turning_points(u, t_layer):
    opts = {"xatol": 1e-10}
    up = minimize_scalar(lambda q: -voltage(q, u, t_layer),
                         bounds=(-Pr, 0), method="bounded", options=opts)
    down = minimize_scalar(lambda q: voltage(q, u, t_layer),
                           bounds=(0, Pr), method="bounded", options=opts)
    return -up.fun, down.fun


positions = (0.0, 0.2, 0.5, 0.8, 1.0)
static = {}
for t_layer in (0.0, t):
    for u in positions:
        vp, vm = turning_points(u, t_layer)
        static[u, t_layer] = (vp, vm)
        assert abs((vp + vm)/2 - shift_formula(u, t_layer)) < 1e-7
        assert abs((vp - vm)/2 - half_width_formula(u, t_layer)) < 1e-7


# --- Time-dependent film, free polarization in every cell, vacuum part of D kept
def dynamic_shift(u, layer_cells):
    h, nf = 0.5e-9, 20
    n = nf + 2 * layer_cells
    ferro = slice(layer_cells, layer_cells + nf)
    eps = np.full(n, eps_i)
    eps[ferro] = epsilon_0
    node = layer_cells + int(round(u * nf))
    zero = np.zeros(n)
    gV = cell_fields(eps, h, 1.0, zero, node, 0.0)[ferro]
    gS = cell_fields(eps, h, 0.0, zero, node, sigma)[ferro]
    M = np.zeros((nf, nf))
    for j in range(nf):
        unit = np.zeros(n)
        unit[layer_cells + j] = 1.0
        M[:, j] = cell_fields(eps, h, 0.0, unit, node, 0.0)[ferro]
    up = np.linspace(-2.5, 2.5, 5001)
    drive = np.concatenate([up, up[::-1]])
    P = np.full(nf, -Pr)
    mean_P = np.empty(len(drive))
    step, scale, eye = 0.1, abs(alpha), np.eye(nf)
    for i, V in enumerate(drive):
        force = (gV*V + gS + M @ P - alpha*P - beta*P**3) / scale
        J = (M - np.diag(alpha + 3*beta*P**2)) / scale
        P = P + np.linalg.solve(eye/step - J, force)
        mean_P[i] = P.mean()
    cross = np.where(mean_P[:-1] * mean_P[1:] < 0)[0]
    assert len(cross) == 2
    w = mean_P[cross] / (mean_P[cross] - mean_P[cross + 1])
    return np.mean(drive[cross] + w*(drive[cross + 1] - drive[cross]))


dyn_face = dynamic_shift(0.0, 1)
dyn_inside = dynamic_shift(u_test, 1)
dyn_centre = dynamic_shift(0.5, 1)
dyn_bare = dynamic_shift(u_test, 0)
assert abs(dyn_face / shift_formula(0.0, t) - 1) < 0.01
# the closed formula drops the vacuum displacement, of relative order
# epsilon_0*|alpha| times numbers near ten in the cubic term
assert abs(dyn_inside / shift_formula(u_test, t) - 1) < 0.04
assert abs(dyn_bare / shift_formula(u_test, 0.0) - 1) < 0.15
assert abs(dyn_centre) < 5e-4
naive_bare = -E_lin[-1] * L
assert abs(naive_bare) > 10 * abs(dyn_bare)

# --- Size of neglected effects
V_drive = 1.5
q_plus = brentq(lambda q: voltage(q, 0.0, t) - V_drive, 0.9*Pr, 2*Pr)
q_minus = brentq(lambda q: voltage(q, 0.0, t) + V_drive, -2*Pr, -0.9*Pr)
layer_fields = np.array([q_plus - sigma, q_plus, q_minus - sigma, q_minus]) / eps_i
spacing = np.sqrt(e / sigma)
barrier, attempt, ten_years = 2.0, 1e13, 10 * 365.25 * 86400
kappa = np.sqrt(2 * m_e * barrier * e) / hbar
escape_time = np.exp(2 * kappa * t) / attempt
safe_distance = np.log(attempt * ten_years) / (2 * kappa)
T_use = 358.15
ion_barrier = k * T_use / e * np.log(attempt * ten_years)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("ferroelectric thickness L", L*1e9, "nm")
show("each linear layer t", t*1e9, "nm")
show("relative permittivity of linear layers", eps_i/epsilon_0, "")
show("remanent polarization", Pr*100, "uC/cm2")
show("intrinsic coercive field", Ec/1e8, "MV/cm")
show("sheet charge sigma", sigma*100, "uC/cm2")
show("sheet density", sigma/e*1e-4, "charges/cm2", 3)
show("alpha", alpha, "V m/C")
show("beta", beta, "V m5/C3")
print("Uniform linear film, V=0, sheet at u=0.2")
show("relative permittivity used", eps_lin/epsilon_0, "", 3)
show("field below sheet", E_lin[0]/1e8, "MV/cm")
show("field above sheet", E_lin[-1]/1e8, "MV/cm")
print(f"average field: {abs(E_lin.mean())/1e8:.3f} MV/cm")
print("Sheet in lower linear layer")
show("formula shift, y=0.25 nm", -sigma*0.25e-9/eps_i*1e3, "mV", 3)
show("relay model shift, y=0.25 nm", relay_shift[1]*1e3, "mV", 3)
show("formula shift, y=0.5 nm", shift_formula(0.0, t)*1e3, "mV", 3)
show("relay model shift, y=0.5 nm", relay_shift[2]*1e3, "mV", 3)
show("Landau dynamics shift, y=0.5 nm", dyn_face*1e3, "mV", 3)
print("Landau stack: u, shift (mV), V+ (V), V- (V), half-width (V)")
for u in positions:
    vp, vm = static[u, t]
    print(f"{u:.1f}  {(vp+vm)*500:+.1f}  {vp:+.3f}  {vm:+.3f}  {(vp-vm)/2:.3f}")
show("u=0.2, linear part of shift", (2*u_test-1)*sigma*t/eps_i*1e3, "mV", 3)
show("u=0.2, cubic part of shift", shift_formula(u_test, 0.0)*1e3, "mV", 3)
show("u=0.2, Landau dynamics shift", dyn_inside*1e3, "mV", 3)
print(f"u=0.5, Landau dynamics shift: {abs(dyn_centre)*1e3:.1f} mV")
print("No linear layers, u=0.2")
show("mistaken bias estimate", naive_bare*1e3, "mV", 3)
show("formula shift", shift_formula(u_test, 0.0)*1e3, "mV", 3)
show("dynamics with vacuum displacement", dyn_bare*1e3, "mV", 3)
print("Neglected effects, sheet at y=0.5 nm")
show("drive amplitude", V_drive, "V")
show("largest field in linear layers", np.abs(layer_fields).max()/1e8, "MV/cm", 2)
show("mean spacing of charges", spacing*1e9, "nm", 2)
show("assumed tunnel barrier", barrier, "eV")
show("assumed attempt rate", attempt, "1/s")
show("electron escape time over 0.5 nm", escape_time, "s", 1)
show("distance for ten-year electron trapping", safe_distance*1e9, "nm", 2)
show("temperature of use", T_use, "K", 3)
show("ion hopping barrier for ten years", ion_barrier, "eV", 2)
print("all good")
```

Output:

```
ferroelectric thickness L: 10 nm
each linear layer t: 0.5 nm
relative permittivity of linear layers: 40 
remanent polarization: 15 uC/cm2
intrinsic coercive field: 1 MV/cm
sheet charge sigma: 5 uC/cm2
sheet density: 3.12e+13 charges/cm2
alpha: -1.732e+09 V m/C
beta: 7.698e+10 V m5/C3
Uniform linear film, V=0, sheet at u=0.2
relative permittivity used: 32.6 
field below sheet: -1.386 MV/cm
field above sheet: 0.3464 MV/cm
average field: 0.000 MV/cm
Sheet in lower linear layer
formula shift, y=0.25 nm: -35.3 mV
relay model shift, y=0.25 nm: -35.3 mV
formula shift, y=0.5 nm: -70.6 mV
relay model shift, y=0.5 nm: -70.6 mV
Landau dynamics shift, y=0.5 nm: -70.6 mV
Landau stack: u, shift (mV), V+ (V), V- (V), half-width (V)
0.0  -70.6  +0.695  -0.836  0.766
0.2  -51.6  +0.642  -0.745  0.694
0.5  -0.0  +0.654  -0.654  0.654
0.8  +51.6  +0.745  -0.642  0.694
1.0  +70.6  +0.836  -0.695  0.766
u=0.2, linear part of shift: -42.4 mV
u=0.2, cubic part of shift: -9.24 mV
u=0.2, Landau dynamics shift: -51 mV
u=0.5, Landau dynamics shift: 0.0 mV
No linear layers, u=0.2
mistaken bias estimate: -346 mV
formula shift: -9.24 mV
dynamics with vacuum displacement: -8.42 mV
Neglected effects, sheet at y=0.5 nm
drive amplitude: 1.5 V
largest field in linear layers: 6.3 MV/cm
mean spacing of charges: 1.8 nm
assumed tunnel barrier: 2 eV
assumed attempt rate: 1e+13 1/s
electron escape time over 0.5 nm: 1e-10 s
distance for ten-year electron trapping: 3.4 nm
temperature of use: 358 K
ion hopping barrier for ten years: 1.5 eV
all good
```
